# Whipple's constant-source solution, the 6/5-power plot and the boundary product: a numerical check

```python
"""Grain-boundary diffusion from a constant source, and the 6/5-power plot.

Result under test: in type-B kinetics the layer-averaged profile depends on
segregation factor s, boundary width delta and boundary diffusivity D_gb only
through P = s*delta*D_gb, and over a middle depth range
    P = K*sqrt(D/t)*(-d ln(cbar)/d y^(6/5))**(-5/3),   K = 2*S**(5/3),
with S the slope of the universal profile M(w) against w^(6/5).

Symbols: D lattice diffusivity, t time, y depth, eta = y/sqrt(D t),
xi = lateral distance/sqrt(D t), alpha = s*delta/(2 sqrt(D t)),
beta = (D_gb/D - 1)*alpha, w = eta/sqrt(beta).
M is the lateral integral of the concentration on one side of a boundary,
G the lattice concentration at the boundary wall (both for unit source).
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy.special import erfc, erfcx, gamma

ROOT_PI = np.sqrt(np.pi)


def ierfc(z):
    """Integral of erfc from z to infinity, stable for large z."""
    return np.exp(-z * z) * (1 / ROOT_PI - z * erfcx(z))


def whipple_kernel(eta, beta, alpha):
    """Log grid, integration variable u, weight and root factor r."""
    upper = 60.0 if alpha * 60.0 < 1 else 1 / alpha
    log_u = np.linspace(np.log(1e-14), np.log(upper), 6001)
    u = np.exp(log_u)
    sigma = 1 + beta * u
    weight = (eta * beta / (2 * ROOT_PI) * sigma**-1.5
              * np.exp(-eta**2 / (4 * sigma)) * u)
    r = 1 / np.sqrt(np.maximum(1 - alpha * u, 1e-30))
    return log_u, u, weight, r


def whipple_point(xi, eta, beta, alpha):
    log_u, u, weight, r = whipple_kernel(eta, beta, alpha)
    return erfc(eta / 2) + trapezoid(weight * erfc(r * (xi + u) / 2), log_u)


def whipple_layer(eta, beta, alpha):
    """Lateral integral of the boundary-fed part on one side."""
    log_u, u, weight, r = whipple_kernel(eta, beta, alpha)
    return trapezoid(weight * 2 / r * ierfc(r * u / 2), log_u)


def boundary_excess(eta, beta, alpha):
    """One-side lattice content plus half of the slab's own content."""
    wall = whipple_point(0.0, eta, beta, alpha) - erfc(eta / 2)
    return whipple_layer(eta, beta, alpha) + alpha * wall


LOG_U = np.linspace(np.log(1e-14), np.log(60.0), 6001)
U = np.exp(LOG_U)


def universal(w):
    """M, -dM/dw and G in the limit alpha -> 0, beta -> infinity."""
    gauss = np.exp(-w * w / (4 * U))
    first_passage = w / (2 * ROOT_PI) * U**-0.5 * gauss
    m = trapezoid(first_passage * 2 * ierfc(U / 2), LOG_U)
    flux = trapezoid(np.sqrt(U) / ROOT_PI * gauss * erfc(U / 2), LOG_U)
    g = trapezoid(first_passage * erfc(U / 2), LOG_U)
    return m, flux, g


def local_exponent(w):
    m, flux, g = universal(w)
    return 1 + w * (flux / m - g / flux)


def slope_65(w):
    m, flux, _ = universal(w)
    return flux / m / (1.2 * w**0.2)


# --- Two-dimensional finite-volume solution of the original model ---------
def stretched(length, n):
    return length * np.sinh(2.5 * np.linspace(0, 1, n)) / np.sinh(2.5)


def volumes_and_stiffness(nodes):
    d = np.diff(nodes)
    vol = np.zeros(len(nodes))
    vol[:-1] += d / 2
    vol[1:] += d / 2
    diff = sp.diags([-np.ones(len(d)), np.ones(len(d))], [0, 1],
                    shape=(len(d), len(nodes)))
    return vol, (diff.T @ sp.diags(1 / d) @ diff).tocsr()


def solve_model(x, y, alpha, ratio):
    """Concentration at D t = 1; time inversion by a Talbot contour sum."""
    vol_x, stiff_x = volumes_and_stiffness(x)
    vol_y, stiff_y = volumes_and_stiffness(y)
    capacity, conductance = vol_x.copy(), vol_x.copy()
    capacity[0] += alpha
    conductance[0] += alpha * ratio
    inner_y = sp.diags(vol_y[1:])
    mass = sp.kron(sp.diags(capacity), inner_y)
    stiff = (sp.kron(stiff_x, inner_y)
             + sp.kron(sp.diags(conductance), stiff_y[1:, 1:]))
    source = np.kron(conductance, -stiff_y[1:, 0].toarray().ravel())
    terms = 12
    total = np.zeros(len(source))
    for k in range(terms):
        if k == 0:
            p = 2 * terms / 5 + 0j
            factor = 0.5 * np.exp(p)
        else:
            angle = k * np.pi / terms
            cot = 1 / np.tan(angle)
            p = 2 * k * np.pi / 5 * (cot + 1j)
            factor = (1 + 1j * angle * (1 + cot**2) - 1j * cot) * np.exp(p)
        image = spsolve((p * mass + stiff).tocsc(), source / p,
                        permc_spec="MMD_AT_PLUS_A")
        total += 0.4 * (factor * image).real
    return total.reshape(len(x), len(y) - 1), vol_x


test_alpha, test_ratio = 0.1, 201.0
test_beta = (test_ratio - 1) * test_alpha
x_nodes, y_nodes = stretched(8.0, 60), stretched(60.0, 220)
grid_c, x_volumes = solve_model(x_nodes, y_nodes, test_alpha, test_ratio)
side = int(np.searchsorted(x_nodes, 1.2))
worst_point = worst_layer = 0.0
print("Test of Whipple solution: alpha = %.2f, beta = %.1f"
      % (test_alpha, test_beta))
for target in (4.0, 8.0, 14.0, 20.0):
    j = int(np.searchsorted(y_nodes, target))
    eta = y_nodes[j]
    for i in (0, side):
        exact = whipple_point(x_nodes[i], eta, test_beta, test_alpha)
        worst_point = max(worst_point, abs(grid_c[i, j - 1] / exact - 1))
    grid_layer = np.sum(x_volumes * (grid_c[:, j - 1] - erfc(eta / 2)))
    formula_layer = whipple_layer(eta, test_beta, test_alpha)
    worst_layer = max(worst_layer, abs(grid_layer / formula_layer - 1))
    print("  eta = %.2f: layer integral grid %.5f, formula %.5f"
          % (eta, grid_layer, formula_layer))
print("  largest relative deviation: point %.1e, layer %.1e"
      % (worst_point, worst_layer))
# One percent allows for the spatial discretization error.
assert worst_point < 0.01 and worst_layer < 0.01

# --- Universal profile: limit, identities and end laws --------------------
limit_error = max(abs(whipple_layer(w * np.sqrt(1e5), 1e5, 1e-7)
                      / universal(w)[0] - 1) for w in (1.0, 3.0, 8.0))
print("Universal limit, relative deviation at beta = 1e5: %.1e" % limit_error)
assert limit_error < 1e-3

for w in (0.7, 3.0, 6.0):
    h = 1e-3 * w
    low, mid, high = (universal(v)[0] for v in (w - h, w, w + h))
    _, flux, wall = universal(w)
    assert abs((low - high) / (2 * h) / flux - 1) < 1e-4
    assert abs((low - 2 * mid + high) / h**2 / wall - 1) < 1e-4

m_zero = 2 / ROOT_PI
flux_zero = 2 * np.sqrt(2) * gamma(0.75) / np.pi
assert abs(universal(1e-4)[0] - m_zero) < 3e-4
assert abs(universal(0.0)[1] - flux_zero) < 1e-5
print("M(0) = %.4f, -M'(0) = %.4f" % (m_zero, flux_zero))


def saddle_ratio(w):
    u_star = (w * w / 2) ** (1 / 3)
    law = (4 * np.sqrt(2) / np.sqrt(3 * np.pi) / u_star**2
           * np.exp(-0.75 * u_star**2))
    return universal(w)[0] / law


ratio_20, ratio_100 = saddle_ratio(20.0), saddle_ratio(100.0)
print("M / saddle law: %.4f at w = 20, %.4f at w = 100"
      % (ratio_20, ratio_100))
assert abs(ratio_100 - 1) < 0.02
assert abs(ratio_100 - 1) < abs(ratio_20 - 1)

# --- Where the power 6/5 comes from ---------------------------------------
scan = np.array([local_exponent(w) for w in np.logspace(-1.3, 2, 200)])
assert np.count_nonzero(np.diff(np.sign(scan - 1.2))) == 1
w_cross = brentq(lambda w: local_exponent(w) - 1.2, 1.0, 60.0)
s_min = slope_65(w_cross)
assert slope_65(0.8 * w_cross) > s_min < slope_65(1.25 * w_cross)
for w in (0.1, 1.0, 3.0, 8.0, 100.0):
    print("w = %5.1f: local exponent %.4f, slope S = %.4f"
          % (w, local_exponent(w), slope_65(w)))
print("Exponent 6/5 at w = %.3f, minimum slope S = %.4f" % (w_cross, s_min))
w_low = brentq(lambda w: slope_65(w) - 1.01 * s_min, 0.1, w_cross)
w_high = brentq(lambda w: slope_65(w) - 1.01 * s_min, w_cross, 100.0)
print("S within 1 %% of minimum for w = %.2f to %.2f" % (w_low, w_high))

w_fit = np.linspace(3.0, 8.0, 26)
log_m = np.log([universal(w)[0] for w in w_fit])
residual = {}
for name, power in (("1", 1.0), ("6/5", 1.2), ("4/3", 4 / 3), ("2", 2.0)):
    line = np.polyfit(w_fit**power, log_m, 1)
    residual[name] = np.sqrt(np.mean(
        (np.polyval(line, w_fit**power) - log_m) ** 2))
    print("Power %s, w = 3 to 8: rms residual of ln M = %.4f"
          % (name, residual[name]))
assert min(residual, key=residual.get) == "6/5"
s_fit = -np.polyfit(w_fit**1.2, log_m, 1)[0]
k_fit = 2 * s_fit ** (5 / 3)
print("Fitted slope S = %.4f, constant K = %.4f" % (s_fit, k_fit))
print("Constant K from minimum slope = %.4f" % (2 * s_min ** (5 / 3)))

# --- First influence of s*delta at fixed P --------------------------------
w_deep, beta_p, small = 30.0, 1e6, 1e-5
eta_deep = w_deep * np.sqrt(beta_p)
shift = (np.log(boundary_excess(eta_deep, beta_p - small, small))
         - np.log(boundary_excess(eta_deep, beta_p, 0.0))) / small
print("d ln(cbar)/d alpha at w = 30: %.2f, law -w^2/8: %.2f"
      % (shift, -w_deep**2 / 8))
# The neglected relative correction is of order (w^2/2)^(-2/3).
assert abs(shift / (-w_deep**2 / 8) - 1) < 0.05

# --- Worked example --------------------------------------------------------
D, t, width, spacing = 1e-18, 1e5, 0.5e-9, 10e-6
product = 1e-22
depth = np.linspace(12e-6, 32e-6, 21)


def mean_profile(s, time):
    length = np.sqrt(D * time)
    d_gb = product / (s * width)
    alpha = s * width / (2 * length)
    beta = (d_gb / D - 1) * alpha
    excess = np.array([boundary_excess(y / length, beta, alpha)
                       for y in depth])
    return erfc(depth / length / 2) + 2 * length / spacing * excess


def recovered_product(profile, time):
    gradient = -np.polyfit(depth**1.2, np.log(profile), 1)[0]
    return k_fit * np.sqrt(D / time) * gradient ** (-5 / 3), gradient


print("Example: D = %.1e m^2/s, t = %.1e s, width = %.2f nm"
      % (D, t, width * 1e9))
print("  boundary spacing = %.1f um, true P = %.3e m^3/s"
      % (spacing * 1e6, product))
print("  sqrt(D t) = %.4f um" % (np.sqrt(D * t) * 1e6))
w_depth = np.sqrt(2) * (D / t) ** 0.25 * depth / np.sqrt(product)
print("  depth %.1f to %.1f um, w = %.2f to %.2f"
      % (depth[0] * 1e6, depth[-1] * 1e6, w_depth[0], w_depth[-1]))
for s in (1.0, 2.0, 10.0, 1000.0):
    profile = mean_profile(s, t)
    found, gradient = recovered_product(profile, t)
    d_gb = product / (s * width)
    alpha = s * width / (2 * np.sqrt(D * t))
    print("  s = %.0f: D_gb = %.2e m^2/s, alpha = %.2e, beta = %.1f"
          % (s, d_gb, alpha, (d_gb / D - 1) * alpha))
    print("    cbar/c0 = %.3e (first depth), %.3e (last depth)"
          % (profile[0], profile[-1]))
    print("    6/5 slope = %.4f um^(-6/5), P = %.3e m^3/s, error %.2f %%"
          % (gradient * 1e-6**1.2, found, 100 * (found / product - 1)))
    if s <= 10:
        assert abs(found / product - 1) < 0.03
    else:
        assert abs(found / product - 1) > 0.2

for time in (t, 4 * t):
    gap = np.max(np.abs(np.log(mean_profile(1.0, time)
                               / mean_profile(2.0, time))))
    print("  t = %.1e s: largest |ln cbar| gap, s = 1 against 2: %.5f"
          % (time, gap))
    assert gap < 0.02

print("all assertions hold")
```

Printed output:

```
Test of Whipple solution: alpha = 0.10, beta = 20.0
  eta = 4.07: layer integral grid 0.45290, formula 0.45228
  eta = 8.05: layer integral grid 0.16803, formula 0.16801
  eta = 14.14: layer integral grid 0.03208, formula 0.03209
  eta = 20.23: layer integral grid 0.00530, formula 0.00530
  largest relative deviation: point 2.8e-03, layer 1.4e-03
Universal limit, relative deviation at beta = 1e5: 1.8e-05
M(0) = 1.1284, -M'(0) = 1.1033
M / saddle law: 0.9174 at w = 20, 0.9892 at w = 100
w =   0.1: local exponent 1.0070, slope S = 1.3005
w =   1.0: local exponent 1.0608, slope S = 0.8702
w =   3.0: local exponent 1.1395, slope S = 0.7768
w =   8.0: local exponent 1.2294, slope S = 0.7653
w = 100.0: local exponent 1.3274, slope S = 0.9744
Exponent 6/5 at w = 5.753, minimum slope S = 0.7616
S within 1 % of minimum for w = 3.63 to 9.22
Power 1, w = 3 to 8: rms residual of ln M = 0.0461
Power 6/5, w = 3 to 8: rms residual of ln M = 0.0029
Power 4/3, w = 3 to 8: rms residual of ln M = 0.0340
Power 2, w = 3 to 8: rms residual of ln M = 0.1868
Fitted slope S = 0.7634, constant K = 1.2752
Constant K from minimum slope = 1.2702
d ln(cbar)/d alpha at w = 30: -114.12, law -w^2/8: -112.50
Example: D = 1.0e-18 m^2/s, t = 1.0e+05 s, width = 0.50 nm
  boundary spacing = 10.0 um, true P = 1.000e-22 m^3/s
  sqrt(D t) = 0.3162 um
  depth 12.0 to 32.0 um, w = 3.02 to 8.05
  s = 1: D_gb = 2.00e-13 m^2/s, alpha = 7.91e-04, beta = 158.1
    cbar/c0 = 2.814e-03 (first depth), 4.404e-06 (last depth)
    6/5 slope = 0.1457 um^(-6/5), P = 9.994e-23 m^3/s, error -0.06 %
  s = 2: D_gb = 1.00e-13 m^2/s, alpha = 1.58e-03, beta = 158.1
    cbar/c0 = 2.812e-03 (first depth), 4.375e-06 (last depth)
    6/5 slope = 0.1458 um^(-6/5), P = 9.979e-23 m^3/s, error -0.21 %
  s = 10: D_gb = 2.00e-14 m^2/s, alpha = 7.91e-03, beta = 158.1
    cbar/c0 = 2.798e-03 (first depth), 4.149e-06 (last depth)
    6/5 slope = 0.1469 um^(-6/5), P = 9.857e-23 m^3/s, error -1.43 %
  s = 1000: D_gb = 2.00e-16 m^2/s, alpha = 7.91e-01, beta = 157.3
    cbar/c0 = 1.120e-03 (first depth), 4.228e-10 (last depth)
    6/5 slope = 0.3336 um^(-6/5), P = 2.514e-23 m^3/s, error -74.86 %
  t = 1.0e+05 s: largest |ln cbar| gap, s = 1 against 2: 0.00659
  t = 4.0e+05 s: largest |ln cbar| gap, s = 1 against 2: 0.00159
all assertions hold
```
